# When an Anharmonic Phonon Spectral Function Becomes a Lorentzian Quasiparticle Peak: test program

```python
"""Phonon line shape from Dyson's equation, tested by independent routes.

Result under test (hbar = 1, retarded self-energy Pi = Delta - i Gamma):
  S(w) = -Im G(w)/pi,  G(w) = 2 w0 / (w^2 - w0^2 - 2 w0 Pi(w)).
Near Omega, where Omega^2 = w0^2 + 2 w0 Delta(Omega), weak and slowly varying
damping gives a Lorentzian of weight Z and half-width gamma = Z Gamma, with
  Z = w0 / (Omega - w0 Delta'(Omega)).
Its first skew correction is governed by
  g = gamma Gamma'/Gamma,  k = gamma Z (1 - w0 Delta'')/(2 w0).
Model: the mode couples to pairs of phonons. Partner 1 has one fixed energy,
partner 2 a semi-elliptic distribution from low to high. v2 is the summed
squared cubic coupling. Energies are in meV, v2 in meV^2, temperature in K.
"""
from collections import namedtuple
from functools import lru_cache
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

KB = sc.k / sc.e * 1e3                 # meV/K
HBAR = sc.hbar / sc.e * 1e15           # meV ps
Model = namedtuple("Model", "omega0 partner low high v2 temp")
Peak = namedtuple("Peak", "Omega Z gamma g k Delta Gamma slope")
CHANNELS = ("difference", "sum")


def bose(energy, kt):
    return 1.0 / np.expm1(energy / kt)


def occupation_factor(channel, n1, n2):
    return n1 - n2 if channel == "difference" else n1 + n2 + 1.0


def edges(m, channel):
    shift = -m.partner if channel == "difference" else m.partner
    return m.low + shift, m.high + shift


def coupling_density(m, channel, pair_energy):
    """J(E): squared coupling per unit pair energy, with thermal factor."""
    shift = m.partner if channel == "difference" else -m.partner
    e2 = pair_energy + shift
    root = np.sqrt(np.maximum((e2 - m.low) * (m.high - e2), 0.0))
    rho = 8.0 * root / (np.pi * (m.high - m.low) ** 2)
    kt = KB * m.temp
    return m.v2 * rho * occupation_factor(
        channel, bose(m.partner, kt), bose(e2, kt))


@lru_cache(maxsize=None)
def chebyshev_data(m, channel, order=96):
    """Sine coefficients of J as a function of squared pair energy."""
    a, b = edges(m, channel)
    mid, half = (a * a + b * b) / 2, (b * b - a * a) / 2
    theta = np.pi * np.arange(1, order + 1) / (order + 1)
    density = coupling_density(m, channel, np.sqrt(mid + half * np.cos(theta)))
    n = np.arange(1, order + 1)
    coeff = 2.0 / (order + 1) * np.sin(np.outer(n, theta)) @ density
    return mid, half, coeff


def self_energy(m, z):
    """Retarded Pi(z) for Re z >= 0 and Im z >= 0 (real axis from above)."""
    z = np.asarray(z, dtype=complex)
    total = np.zeros_like(z)
    for channel in CHANNELS:
        mid, half, coeff = chebyshev_data(m, channel)
        y = (z * z - mid) / half
        zeta = y - np.sqrt(y - 1) * np.sqrt(y + 1)
        total = total + np.pi * zeta * np.polyval(coeff[::-1], zeta)
    return total


def dyson(omega0, w, pi_value):
    return 2 * omega0 / (w * w - omega0 ** 2 - 2 * omega0 * pi_value)


def spectrum(m, w, pair_damping=0.0):
    pi_value = self_energy(m, w + 1j * pair_damping)
    return -np.imag(dyson(m.omega0, w, pi_value)) / np.pi


def band_integral(m, weight, points=4000):
    """Integral over positive w of weight(w) S(w)."""
    theta = np.pi * (np.arange(points) + 0.5) / points
    total = 0.0
    for channel in CHANNELS:
        a, b = edges(m, channel)
        w = (a + b) / 2 + (b - a) / 2 * np.cos(theta)
        measure = (b - a) / 2 * np.sin(theta) * np.pi / points
        total = total + np.sum(weight(w) * spectrum(m, w) * measure)
    return total


def quasiparticle(m):
    def mismatch(w):
        shift = float(np.real(self_energy(m, w)))
        return w * w - m.omega0 ** 2 - 2 * m.omega0 * shift
    band = next(edges(m, c) for c in CHANNELS
                if mismatch(edges(m, c)[0]) < 0 < mismatch(edges(m, c)[1]))
    omega = brentq(mismatch, *band, xtol=1e-13)
    h = 1e-3
    left, here, right = [complex(self_energy(m, omega + s * h))
                         for s in (-1, 0, 1)]
    first = (right - left) / (2 * h)
    second = (right - 2 * here + left) / h ** 2
    z_factor = m.omega0 / (omega - m.omega0 * first.real)
    gamma = -z_factor * here.imag
    g = gamma * first.imag / here.imag
    k = gamma * z_factor * (1 - m.omega0 * second.real) / (2 * m.omega0)
    return Peak(omega, z_factor, gamma, g, k, here.real, -here.imag,
                first.real)


def lorentz_errors(m, q):
    """Largest errors for |w-Omega| <= 3 gamma, in units of Lorentz height."""
    x = np.linspace(-3, 3, 1201)
    height = q.Z / (np.pi * q.gamma)
    exact = spectrum(m, q.Omega + q.gamma * x) / height
    plain = 1 / (1 + x * x)
    skew = x * (q.g * (x * x - 1) - 2 * q.k * x * x) / (1 + x * x)
    return (np.max(abs(exact - plain)),
            np.max(abs(exact - plain * (1 + skew))))


def peak_and_halfwidths(line, centre):
    grid = np.linspace(0.3 * centre, 1.9 * centre, 20001)
    start, step = grid[np.argmax(line(grid))], grid[1] - grid[0]
    fit = minimize_scalar(lambda w: -float(line(w)), method="bounded",
                          bounds=(start - 2 * step, start + 2 * step),
                          options={"xatol": 1e-10})
    top, half = fit.x, -fit.fun / 2
    lower = brentq(lambda w: float(line(w)) - half, grid[0], top)
    upper = brentq(lambda w: float(line(w)) - half, top, grid[-1])
    return top, top - lower, upper - top


def with_peak_at(m, omega, scale):
    """Scale the coupling and choose omega0 so that Omega is as requested."""
    scaled = m._replace(v2=scale * m.v2)
    shift = float(np.real(self_energy(scaled, omega)))
    return scaled._replace(omega0=-shift + np.sqrt(shift ** 2 + omega ** 2))


def test_cubic_bubble():
    """Thermal exact diagonalization of three modes coupled by V A0 A1 A2."""
    dims, freq, kt, z, v = (7, 10, 8), (1.0, 0.6, 0.9), 0.25, 0.8 + 0.3j, 1e-3
    fields, h0 = [], 0.0
    for mode in range(3):
        field_parts = [np.eye(d) for d in dims]
        number_parts = [np.eye(d) for d in dims]
        lower = np.diag(np.sqrt(np.arange(1.0, dims[mode])), 1)
        field_parts[mode] = lower + lower.T
        number_parts[mode] = np.diag(np.arange(float(dims[mode])))
        fields.append(np.kron(np.kron(*field_parts[:2]), field_parts[2]))
        h0 = h0 + freq[mode] * np.kron(np.kron(*number_parts[:2]),
                                      number_parts[2])
    cubic = fields[0] @ fields[1] @ fields[2]

    def exact_green(strength):
        energy, vec = np.linalg.eigh(h0 + strength * cubic)
        prob = np.exp(-(energy - energy[0]) / kt)
        prob /= prob.sum()
        element = vec.T @ fields[0] @ vec
        gap = energy[None, :] - energy[:, None]
        return np.sum((prob[:, None] - prob[None, :]) * element ** 2
                      / (z - gap))
    free = exact_green(0.0)
    measured = (exact_green(v) - free) / (v * free) ** 2
    n1, n2 = bose(freq[1], kt), bose(freq[2], kt)
    predicted = 0.0
    for channel, e in (("difference", freq[2] - freq[1]),
                       ("sum", freq[1] + freq[2])):
        predicted += (occupation_factor(channel, n1, n2) * 2 * e
                      / (z * z - e * e))
    error = abs(measured / predicted - 1)
    assert error < 1e-3
    return error


def test_principal_value(m, w=5.0):
    a, b = edges(m, "difference")
    resonant = -quad(lambda e: 2 * e * coupling_density(m, "difference", e)
                     / (e + w), a, b, weight="cauchy", wvar=w, limit=300)[0]
    a, b = edges(m, "sum")
    remote = quad(lambda e: 2 * e * coupling_density(m, "sum", e)
                  / (w * w - e * e), a, b, limit=300)[0]
    value = complex(self_energy(m, w))
    assert abs(value.real - resonant - remote) < 1e-6
    assert abs(-value.imag - np.pi * coupling_density(m, "difference", w)) < 1e-8


def test_oscillator_diagonalization(m, points=300):
    """Normal modes of the phonon plus one oscillator per pair energy."""
    theta = np.pi * (np.arange(points) + 0.5) / points
    energies, squares = [], []
    for channel in CHANNELS:
        a, b = edges(m, channel)
        e = (a + b) / 2 + (b - a) / 2 * np.cos(theta)
        energies.append(e)
        squares.append(coupling_density(m, channel, e)
                       * (b - a) / 2 * np.sin(theta) * np.pi / points)
    e, c2 = np.concatenate(energies), np.concatenate(squares)
    matrix = np.diag(np.concatenate(([m.omega0 ** 2], e ** 2)))
    matrix[0, 1:] = matrix[1:, 0] = 2 * np.sqrt(c2 * m.omega0 * e)
    w2, vec = np.linalg.eigh(matrix)
    assert w2[0] > 0
    w = np.sqrt(w2)
    weights = vec[0] ** 2 * m.omega0 / w
    worst = 0.0
    for centre in (3.2, 3.9, 5.0, 7.0, 15.0):
        def window(u, c=centre):
            return np.exp(-((u - c) / 0.3) ** 2 / 2)
        worst = max(worst, abs(np.sum(weights * window(w))
                               - band_integral(m, window)))
    assert worst < 1e-4
    return worst


silicon = Model(65.0, 20.0, 25.0, 60.0, 1.0, 300.0)
pbte = Model(5.2, 5.0, 8.0, 14.0, 0.4, 300.0)
bubble_error = test_cubic_bubble()
test_principal_value(pbte)
mode_error = test_oscillator_diagonalization(pbte)

for name, m in (("Si optical", silicon), ("PbTe TO", pbte)):
    q = quasiparticle(m)
    first_moment = band_integral(m, lambda w: w)
    assert abs(first_moment / m.omega0 - 1) < 1e-6
    static_green = float(np.real(dyson(m.omega0, 0.0, self_energy(m, 0.0))))
    assert static_green < 0
    inverse_moment = 2 * band_integral(m, lambda w: 1 / w)
    assert abs(inverse_moment / -static_green - 1) < 1e-6
    softening = -static_green * m.omega0 / 2
    error, _ = lorentz_errors(m, q)
    top, left, right = peak_and_halfwidths(lambda w: spectrum(m, w), q.Omega)
    amp = [abs(band_integral(m, lambda w: np.exp(-1j * w * n / q.gamma)))
           for n in (1, 2)]
    if m is silicon:
        assert error < 0.01
        assert abs(amp[0] / q.Z * np.e - 1) < 0.01
        assert abs(amp[1] / amp[0] * np.e - 1) < 0.01
        assert abs((left + right) / (2 * q.gamma) - 1) < 0.01
    else:
        assert error > 0.1
    damped = peak_and_halfwidths(
        lambda w: spectrum(m, w, q.gamma), q.Omega)
    hot = m._replace(temp=1.1 * m.temp)
    warm = peak_and_halfwidths(lambda w: spectrum(hot, w), q.Omega)
    stokes = peak_and_halfwidths(
        lambda w: spectrum(m, w) * (1 + bose(w, KB * m.temp)), q.Omega)
    print(f"== {name}, rough model regime, T = {m.temp:.0f} K ==")
    print(f"omega0 {m.omega0:.1f} meV; partner 1 {m.partner:.1f} meV")
    print(f"partner 2 {m.low:.1f} to {m.high:.1f} meV; v2 {m.v2:.2f} meV^2")
    for channel in CHANNELS:
        a, b = edges(m, channel)
        print(f"{channel} pair band {a:.1f} to {b:.1f} meV")
    print(f"Delta(Omega) {q.Delta:.4f} meV; Gamma(Omega) {q.Gamma:.4f} meV")
    print(f"Omega {q.Omega:.4f} meV = {q.Omega/(2*np.pi*HBAR):.3f} THz")
    print(f"Delta' {q.slope:.5f}; Z {q.Z:.4f}; gamma {q.gamma:.4f} meV")
    print(f"gamma/Omega {q.gamma/q.Omega:.5f}; g {q.g:.5f}; k {q.k:.5f}")
    print(f"true peak {top:.4f} meV; shift from Omega {top-q.Omega:.5f} meV")
    print(f"first-order peak shift {-q.g*q.gamma/2:.5f} meV")
    print(f"half-widths: left {left:.4f}, right {right:.4f} meV")
    print(f"full width: true {left+right:.4f}, Lorentz {2*q.gamma:.4f} meV")
    print(f"largest Lorentz error / Lorentz height {error:.4f}")
    print(f"1/(2 gamma) {HBAR/(2*q.gamma):.3f} ps; "
          f"period {2*np.pi*HBAR/q.Omega:.3f} ps")
    print(f"amplitude ratio, t=2/gamma to 1/gamma {amp[1]/amp[0]:.4f}")
    print(f"first moment of S {first_moment:.5f} meV")
    print(f"static response / harmonic response {softening:.4f}")
    print(f"damped partners: peak {damped[0]:.3f}, "
          f"full width {sum(damped[1:]):.3f} meV")
    print(f"T = {hot.temp:.0f} K: peak {warm[0]:.3f}, "
          f"full width {sum(warm[1:]):.3f} meV")
    print(f"Stokes line: peak {stokes[0]:.3f}, "
          f"full width {sum(stokes[1:]):.3f} meV")

target = quasiparticle(pbte).Omega
scan = []
for scale in (0.04, 0.02):
    weak = with_peak_at(pbte, target, scale)
    weak_q = quasiparticle(weak)
    scan.append(lorentz_errors(weak, weak_q))
    weak_top = peak_and_halfwidths(lambda w: spectrum(weak, w), target)[0]
    predicted_shift = -weak_q.g * weak_q.gamma / 2
    assert abs((weak_top - weak_q.Omega) / predicted_shift - 1) < 0.05
plain_ratio = scan[0][0] / scan[1][0]
skew_ratio = scan[0][1] / scan[1][1]
assert 1.8 < plain_ratio < 2.2 and 3.3 < skew_ratio < 4.7
assert scan[1][0] < 0.01

# A narrow peak is still not Lorentzian where damping starts abruptly.
edge_model = with_peak_at(pbte, edges(pbte, "difference")[0] + 0.007, 0.2)
edge_q = quasiparticle(edge_model)
edge_error = lorentz_errors(edge_model, edge_q)[0]
assert edge_q.gamma / edge_q.Omega < 0.01 and edge_error > 0.3

# A tuned shift can give a Lorentzian window even for strong damping.
w = np.linspace(3.0, 5.0, 101)
tuned_pi = (w * w - 25.0) / 10.0 - (w - 4.0) - 2.0j
tuned_line = -np.imag(dyson(5.0, w, tuned_pi)) / np.pi
assert np.allclose(tuned_line, 2 / np.pi / ((w - 4) ** 2 + 4), rtol=1e-12)

print("== Tests of the limit ==")
print(f"cubic self-energy, relative error {bubble_error:.1e}")
print(f"normal-mode spectrum, largest error {mode_error:.1e}")
print(f"halved coupling: Lorentz error falls by {plain_ratio:.3f}")
print(f"halved coupling: skewed-form error falls by {skew_ratio:.3f}")
print(f"edge case: Omega {edge_q.Omega:.4f} meV, "
      f"gamma/Omega {edge_q.gamma/edge_q.Omega:.5f}")
print(f"edge case: Lorentz error / height {edge_error:.3f}")
print("verified")
```

Output:

```
== Si optical, rough model regime, T = 300 K ==
omega0 65.0 meV; partner 1 20.0 meV
partner 2 25.0 to 60.0 meV; v2 1.00 meV^2
difference pair band 5.0 to 40.0 meV
sum pair band 45.0 to 80.0 meV
Delta(Omega) 0.0372 meV; Gamma(Omega) 0.2339 meV
Omega 65.0372 meV = 15.726 THz
Delta' 0.01285; Z 1.0124; gamma 0.2368 meV
gamma/Omega 0.00364; g -0.00314; k 0.00186
true peak 65.0376 meV; shift from Omega 0.00037 meV
first-order peak shift 0.00037 meV
half-widths: left 0.2377, right 0.2360 meV
full width: true 0.4737, Lorentz 0.4737 meV
largest Lorentz error / Lorentz height 0.0020
1/(2 gamma) 1.390 ps; period 0.064 ps
amplitude ratio, t=2/gamma to 1/gamma 0.3678
first moment of S 65.00000 meV
static response / harmonic response 1.0039
damped partners: peak 65.037, full width 0.467 meV
T = 330 K: peak 65.042, full width 0.513 meV
Stokes line: peak 65.037, full width 0.474 meV
== PbTe TO, rough model regime, T = 300 K ==
omega0 5.2 meV; partner 1 5.0 meV
partner 2 8.0 to 14.0 meV; v2 0.40 meV^2
difference pair band 3.0 to 9.0 meV
sum pair band 13.0 to 19.0 meV
Delta(Omega) -1.0286 meV; Gamma(Omega) 0.4645 meV
Omega 4.0425 meV = 0.977 THz
Delta' 0.15799; Z 1.6144; gamma 0.7499 meV
gamma/Omega 0.18549; g 0.38611; k 0.08126
true peak 3.8978 meV; shift from Omega -0.14472 meV
first-order peak shift -0.14476 meV
half-widths: left 0.5572, right 0.7800 meV
full width: true 1.3373, Lorentz 1.4997 meV
largest Lorentz error / Lorentz height 0.3394
1/(2 gamma) 0.439 ps; period 1.023 ps
amplitude ratio, t=2/gamma to 1/gamma 0.4817
first moment of S 5.20000 meV
static response / harmonic response 1.4181
damped partners: peak 4.201, full width 1.112 meV
T = 330 K: peak 3.677, full width 1.312 meV
Stokes line: peak 3.840, full width 1.270 meV
== Tests of the limit ==
cubic self-energy, relative error 1.5e-05
normal-mode spectrum, largest error 3.9e-15
halved coupling: Lorentz error falls by 2.021
halved coupling: skewed-form error falls by 4.132
edge case: Omega 3.0070 meV, gamma/Omega 0.00257
edge case: Lorentz error / height 0.550
verified
```
